# Damping time of a slow silicon ion at the s-wave friction maximum

## A mirror in a one-dimensional gas

Let a heavy, perfectly reflecting mirror move at speed \(v\) through a one-dimensional gas of free electrons. The gas fills all momentum states up to \(k_F\), with two spins per state, and both sides of the mirror see the same gas. In Hartree atomic units the electron mass, its charge and \(\hbar\) are all 1, so an electron's momentum equals its speed.

Seen from the mirror, every electron momentum is lowered by \(v\). Electrons meeting the front face have speeds from 0 to \(k_F+v\); those catching up from behind have speeds from 0 to \(k_F-v\). Up to \(k_F-v\) the impacts on the two faces balance. What remains is a window of width \(2v\), filled from the front only. Each electron in it arrives with speed \(k\) and delivers momentum \(2k\). With \(2\,dk/(2\pi)=dk/\pi\) electrons per unit length,

\[
F=-\frac1\pi\int_{k_F-v}^{k_F+v}2k^2\,dk\simeq-\frac{4k_F^2}{\pi}\,v\qquad(v\ll k_F).
\]

The drag is proportional to \(v\) because the width of the unbalanced window is. The collisions themselves are fast, at speed \(k_F\), however slow the mirror is. A slow ion in a metal feels the same kind of drag. Three dimensions change the geometry, and the ion is not a perfect mirror.

## Back-of-envelope estimate

In the ion's frame the gas drifts past with mean momentum \(-v\) per electron. If the ion has cross-section \(\sigma\), about \(nk_F\sigma\) electrons strike it per unit time, where \(n\) is the electron density. If each gives up its drift momentum,

\[
F\sim-nk_F\sigma v .
\]

Quantum mechanics limits the cross-section of a single s wave to \(4\pi/k_F^2\). The density is usually given by \(r_s\), the radius of a sphere holding one electron. For \(r_s=2\), \(n\approx0.03\) and \(k_F\approx1\), so \(\sigma\approx12.6\) and the friction coefficient is about \(0.03\times12.6\approx0.38\). A silicon ion weighs about \(5\times10^4\) electron masses. Mass divided by friction is then about \(1.3\times10^5\) atomic units of time, or roughly 3 ps.

This argument treats all electrons as if they moved at \(k_F\), ignores the Pauli principle, and guesses the prefactor. The derivation below settles all three points.

## Force from the Fermi surface

The model is a uniform gas of independent electrons at zero temperature. The ion, with its screening cloud, is a static spherical scatterer. It is so heavy that scattering is elastic in its own frame. The electrons reaching it come from the undisturbed gas.

Let the ion move along \(z\), and let \(\mathbf k\) be an electron momentum in the ion's frame. In the laboratory this momentum is \(\mathbf k+\mathbf v\), so the state is filled when

\[
|\mathbf k+\mathbf v|^2=k^2+v^2+2kv\mu<k_F^2,\qquad \mu=\cos\theta_{\mathbf k}.
\]

At given \(k\) the filled directions are therefore those with

\[
\mu<\mu_c,\qquad \mu_c=\frac{k_F^2-k^2-v^2}{2kv}.
\]

For \(k<k_F-v\) all directions are filled, and for \(k>k_F+v\) none is. An elastic collision needs a filled initial and an empty final state of the same \(k\), so the only electrons that can scatter lie in the window \(k_F-v<k<k_F+v\), as for the mirror.

An s wave scatters equally in all directions, with amplitude of squared size \(|f|^2=\sin^2\delta_0/k^2\), where \(\delta_0\) is the phase shift. The force on the ion is a sum over filled initial states of the speed \(k\), the probability factor \(|f|^2\), and the momentum \(k(\mu-\mu')\) handed over:

\[
F=\frac{2}{(2\pi)^3}\int k^2dk\,(2\pi)^2\,k\,\frac{\sin^2\delta_0}{k^2}\,k
\int_{-1}^{\mu_c}\!d\mu\int_{\mu_c}^{1}\!d\mu'\,(\mu-\mu').
\]

The factor \((2\pi)^2\) comes from the two azimuthal angles. In the inner integral the mean of \(\mu\) is \((\mu_c-1)/2\) and the mean of \(\mu'\) is \((\mu_c+1)/2\). Their difference is \(-1\), and the area of integration is \((1+\mu_c)(1-\mu_c)\). Hence

\[
F=-\frac1\pi\int_{k_F-v}^{k_F+v}k^2\sin^2\delta_0\,(1-\mu_c^2)\,dk .
\]

Compared with the mirror, \(2k^2\) has become \(k^2\sin^2\delta_0(1-\mu_c^2)\). To integrate, set \(k=k_F+x\). Writing \(k^2(1-\mu_c^2)\) as a difference of squares and factoring gives

\[
k^2(1-\mu_c^2)=\frac{4k^2v^2-(k_F^2-k^2-v^2)^2}{4v^2}
=\frac{(v^2-x^2)\left[(2k_F+x)^2-v^2\right]}{4v^2}.
\]

First suppose that \(\delta_0\) does not vary across the window. The square bracket is \(4k_F^2+4k_Fx-(v^2-x^2)\). Its middle term is odd in \(x\) and drops out. With \(\int_{-v}^{v}(v^2-x^2)dx=4v^3/3\) and \(\int_{-v}^{v}(v^2-x^2)^2dx=16v^5/15\),

\[
F=-\frac{\sin^2\delta_0}{\pi}\left(\frac{4k_F^2v}{3}-\frac{4v^3}{15}\right)
=-\frac{4k_F^2}{3\pi}\sin^2\delta_0\;v\left(1-\frac{v^2}{5k_F^2}\right).
\]

If the phase does vary smoothly with \(k\), the window still shrinks onto \(k_F\) as \(v\to0\), so the leading term keeps its form with \(\delta_0\) taken at \(k_F\). Thus \(F=-\eta v\) with

\[
\eta=\frac{4k_F^2}{3\pi}\sin^2\delta_0(k_F).
\]

At \(\delta_0=\pi/2\) this is one third of the mirror's coefficient: \(1-\mu_c^2\) averages to \(2/3\) over a narrow window, where the mirror has 2.

## Several partial waves

A real ion also scatters p waves and higher ones, so the general law is needed. Let \(f_{\mathbf k}\) be the occupation of state \(\mathbf k\). The Pauli factor is \(f_{\mathbf k}(1-f_{\mathbf k'})\). Its product term \(f_{\mathbf k}f_{\mathbf k'}\) is unchanged when initial and final states are exchanged, and so is the scattering probability, while \(\mathbf k-\mathbf k'\) changes sign. The product term therefore adds nothing to the force, and the whole Fermi sphere may be used without blocking.

For one incoming electron, averaging \(\mathbf k'\) around the direction of \(\mathbf k\) leaves \(\mathbf k\cos\theta\), where \(\theta\) is the scattering angle. The momentum delivered is thus weighted by the transport cross-section

\[
\sigma_{tr}=\int(1-\cos\theta)\,|f(\theta)|^2\,d\Omega,
\qquad
\mathbf F=2\int\frac{d^3k}{(2\pi)^3}\,f_{\mathbf k}\,k\,\mathbf k\,\sigma_{tr}(k).
\]

To first order in \(v\), \(|\mathbf k+\mathbf v|\simeq k+v\mu\), so \(f_{\mathbf k}\) is the unshifted sphere minus \(v\mu\,\delta(k-k_F)\). The sphere gives no force by symmetry. The second term gives

\[
F=-\frac{2v}{8\pi^3}\,2\pi\,k_F^4\sigma_{tr}(k_F)\int_{-1}^{1}\mu^2d\mu
=-\frac{k_F^4}{3\pi^2}\,\sigma_{tr}(k_F)\,v .
\]

Counting states in the Fermi sphere gives \(n=2\cdot\frac{4\pi}{3}k_F^3/(2\pi)^3=k_F^3/(3\pi^2)\), so

\[
\eta=n\,k_F\,\sigma_{tr}(k_F).
\]

The rough estimate had the right prefactor, provided \(\sigma\) is the transport cross-section at \(k_F\).

The phase shifts enter through

\[
f(\theta)=\frac1k\sum_l(2l+1)\,a_l\,P_l(\cos\theta),\qquad a_l=e^{i\delta_l}\sin\delta_l .
\]

Two integrals over \(\mu=\cos\theta\) from \(-1\) to 1 are needed: \(\int P_l^2d\mu=2/(2l+1)\) and \(\int\mu P_lP_{l+1}d\mu=2(l+1)/[(2l+1)(2l+3)]\). The other products of \(\mu\) with two Legendre polynomials vanish. Then

\[
\sigma_{tr}=\frac{4\pi}{k^2}\left[\sum_l(2l+1)|a_l|^2-\sum_l(l+1)\,2\,\mathrm{Re}(a_la_{l+1}^*)\right].
\]

Split \(2l+1\) into \((l+1)+l\) and shift the index in the second part. The first sum becomes \(\sum_l(l+1)(|a_l|^2+|a_{l+1}|^2)\), and the bracket becomes \(\sum_l(l+1)|a_l-a_{l+1}|^2\). Since \(a_l=(e^{2i\delta_l}-1)/(2i)\), the last modulus is \(|e^{2i\delta_l}-e^{2i\delta_{l+1}}|/2=|\sin(\delta_l-\delta_{l+1})|\). Hence

\[
\sigma_{tr}=\frac{4\pi}{k^2}\sum_l(l+1)\sin^2(\delta_l-\delta_{l+1}).
\]

With only \(\delta_0\) present this is \(4\pi\sin^2\delta_0/k^2\), and \(nk_F\sigma_{tr}\) reproduces the window result. The s-wave maximum is at \(\delta_0=\pi/2\). At \(\delta_0(k_F)=\pi\) the s wave alone causes no friction linear in \(v\), though the ion still binds or attracts charge. Friction measures the deflection of Fermi electrons, not the strength of the potential.

## Damping time for silicon

Newton's law \(M\,dv/dt=-\eta v\) gives \(v=v_0e^{-t/\tau}\), with

\[
\tau=\frac M\eta=\frac{3\pi M}{4k_F^2}
\]

at the s-wave maximum. The kinetic energy goes as \(v^2\) and decays in \(\tau/2\). The path is \(v_0\tau(1-e^{-t/\tau})\), which tends to \(v_0\tau\).

From \(n=3/(4\pi r_s^3)=k_F^3/(3\pi^2)\) follows \(k_F=(9\pi/4)^{1/3}/r_s\), which is 0.9596 for \(r_s=2\). Then

\[
\eta=\frac{4(0.9596)^2}{3\pi}=0.3908,\qquad
\tau=\frac{51196}{0.3908}=1.310\times10^5\ \text{a.u.}=3.17\ \text{ps}.
\]

The energy damping time is 1.58 ps. Because \(k_F\propto1/r_s\), \(\tau\) grows as \(Mr_s^2\) when the phase is held at \(\pi/2\). For a weak s-wave scatterer, \(\sin^2\delta_0\simeq\delta_0^2\), and \(\tau\) grows as \(1/\delta_0^2\).

Take an ion of 1000 eV. Its speed is 82.9 nm/ps, or 0.0395 of the Fermi speed, so the slow-ion condition holds. Friction alone would carry it \(82.9\times3.17\approx263\) nm. The initial electronic stopping, meaning energy lost per length, is \(\eta v_0=Mv_0^2/(v_0\tau)=2\times1000/263\approx7.6\) eV/nm.

For a constant phase the correction \(-v^2/(5k_F^2)\) is \(-0.03\%\) of the linear force. A phase that varies with energy changes this. As a test, the force was integrated for a square well acting on the s wave alone, of radius 1.50 bohr and depth 1.3864 hartree, which has \(\delta_0(k_F)=\pi/2\). The departure is then \(-0.073\%\), and the time for the speed to fall by a factor \(e\) is 3.170 ps against 3.169 ps from the linear law.

## Can a silicon ion sit at this maximum?

The screening charge ties the phase shifts together. Put the ion at the centre of a large sphere of radius \(R\). The allowed wave numbers obey \(kR+\delta_l-l\pi/2=N\pi\) with integer \(N\), so the scatterer pulls on average \(\delta_l/\pi\) extra levels below \(k_F\) in each channel. With two spins and \(2l+1\) orientations, neutrality requires Friedel's sum rule,

\[
Z=\frac2\pi\sum_l(2l+1)\,\delta_l(k_F),
\]

where \(Z\) is the charge to be screened and bound levels are included in the count. For the square well above, counting levels over 80 sphere radii gave 0.975 electrons where the rule gives 1. One level more in the whole count would change the result by \(2/80=0.025\), so the two agree to the resolution of the count.

At the pure s-wave maximum \(\delta_0=\pi/2+m\pi\), and every other phase is a multiple \(m_l\pi\). Then

\[
Z=1+2m+2\sum_{l\ge1}(2l+1)m_l ,
\]

an odd number. Silicon's nuclear charge is 14 and its valence charge is 4, both even. In this spin-degenerate model a fully screened silicon ion therefore cannot sit at the pure s-wave maximum. The 3.2 ps is a reference value for silicon's mass, not a prediction for silicon's own scattering.

To see how much a second wave can matter, let s and p waves alone screen four valence electrons. Filled core shells are taken to add multiples of \(\pi\), which do not affect the friction. Friedel's rule becomes \(\delta_0+3\delta_1=2\pi\). The valence s shell holds between zero and two electrons, so \(0\le\delta_0\le\pi\) and \(\pi/3\le\delta_1\le2\pi/3\). Relative to the s-wave maximum, the friction is

\[
g=\sin^2(\delta_0-\delta_1)+2\sin^2\delta_1=\sin^2(4\delta_1)+2\sin^2\delta_1 .
\]

Put \(\delta_1=\pi/2+t\), so that \(|t|\le\pi/6\). Then \(g=2+\sin^2 4t-2\sin^2t\). Since \(\sin4t=4\sin t\cos t\cos2t\), and here \(\cos^2t\ge3/4\) and \(\cos^2 2t\ge1/4\), the term \(\sin^24t\) is at least \(3\sin^2t\). So \(g\ge2\): friction is at least doubled. A scan of the allowed range puts the largest value at 2.74. A full s shell with two p electrons, \(\delta_0=\pi\) and \(\delta_1=\pi/3\), gives \(0.75+1.5=2.25\).

The damping time in this s-and-p model therefore lies between 1.16 and 1.58 ps. These bounds do not carry over to real silicon, because higher waves can weaken the friction again. If the s, p and d phases are all equal, Friedel's rule makes each \(2\pi/9\), and \(g=3\sin^2(2\pi/9)\approx1.24\). If the f wave joins them, each phase is \(\pi/8\), and \(g=4\sin^2(\pi/8)\approx0.59\), less than at the s-wave maximum. Which case is closest depends on the self-consistent shape of the potential, which is not computed here. Excitation of the core is left out as well.

## Comparison with implanted silicon

Silicon has roughly 50 atoms per nm³ with four valence electrons each, which gives \(r_s\approx2.0\), so the density in the example is that of the real material. An energy of 1 keV belongs to shallow implantation; many implants use far more. What a real target breaks first is the assumption that electrons alone slow the ion, because the ion also strikes other atoms.

For two equal masses an atomic collision transfers \(T=E\sin^2(\vartheta/2)\), where \(\vartheta\) is the deflection in the centre-of-mass frame. The nuclear stopping is \(n_{at}\int T\,2\pi b\,db\), with atom density \(n_{at}\) and impact parameter \(b\). The deflection was computed classically from

\[
\vartheta=\pi-2b\int_{r_0}^{\infty}\frac{dr}{r^2\sqrt{1-2V(r)/E-b^2/r^2}},
\]

where \(r_0\) is the closest approach and \(E/2\) the centre-of-mass energy. For \(V\) the Ziegler–Biersack–Littmark universal potential was used, a screened Coulomb repulsion between neutral atoms. The result is 248 eV/nm, about 33 times the electronic stopping at the s-wave maximum and 12 to 16 times that of the s-and-p model. Evaluated at the initial speed, the corresponding slowing time is \(3.17/32.6\approx0.1\) ps. A 1 keV ion on an ordinary path through silicon is thus stopped by atomic collisions long before electronic friction has acted for 3 ps, and the 263 nm above is not an implantation range.

The second broken assumption is the metallic gas, since crystalline silicon has a gap of roughly 1.1 eV. The hardest blow an electron can receive is a head-on one. In the ion's frame it arrives with momentum \(-(k_F+v)\) and leaves with \(k_F+v\), which is \(k_F+2v\) in the laboratory. It gains

\[
\Delta E=\tfrac12\left[(k_F+2v)^2-k_F^2\right]=2v(k_F+v).
\]

This is 2.06 eV at 1 keV and falls to the gap at an ion energy of 296 eV. Under friction alone the ion would get there after \((\tau/2)\ln(1000/296)\approx1.9\) ps. After one full damping time its energy would be 135 eV, well below that point. The gap matters already at 1 keV, because most collisions transfer less than the maximum. For s-wave scattering at small \(v\), the gain is \(vk_F(\mu'-\mu)=2vk_Fs\), with \(s=(\mu'-\mu)/2\) between 0 and 1. Pairs of directions with a given \(s\) occur in proportion to \(1-s\), the range of \(k\) that allows the collision is proportional to \(s\), and so is the momentum transferred. The friction is therefore distributed as \(12s^2(1-s)\), and gains below a given \(s\) supply the share \(4s^3-3s^4\). At 1 keV the gap corresponds to \(s\approx0.556\), so about 40% of the gas model's friction comes from transfers smaller than the gap. The whole exponential decay is thus doubtful in a crystal with a gap, increasingly so as the ion slows, and better founded in a metal of the same electron density.

Within the metallic gas model, temperature matters far less. At a rough annealing temperature of 1300 K the thermal energy is 0.9% of the Fermi energy. For a constant phase, \(\eta\) is linear in the electron energy, and symmetric smearing about a fixed chemical potential leaves its average unchanged. For the square well, whose phase varies, the friction changes by \(-0.009\%\) under the same condition. If the density is held fixed instead, the chemical potential drops slightly and the change is about \(-0.015\%\).

The estimated slowing times thus differ widely: about 3 ps for electronic drag at the s-wave maximum, 1.2 to 1.6 ps if s and p waves alone do the screening, and about 0.1 ps for atomic collisions at 1 keV. The remaining values are in the numerical output.

## Values computed for the example and the checks

```
density parameter rs = 2.0 bohr
rs from rough silicon valence density = 2.00 bohr
rough atom density used = 50 per nm^3
electron density n = 0.02984 bohr^-3
Fermi wave number kF = 0.9596 bohr^-1
Fermi energy = 12.53 eV
silicon mass, input = 28.085 u
silicon mass = 51196 electron masses
maximum s-wave transport cross-section = 13.647 bohr^2
friction coefficient eta = 0.3908 a.u.
velocity damping time = 1.3100e+05 a.u. of time
velocity damping time = 3.169 ps
energy damping time = 1.584 ps
ion energy = 1000 eV
ion speed = 0.03789 a.u.
ion speed = 82.89 nm/ps
speed / Fermi speed = 0.0395 (no unit)
friction-only total path v0*tau = 262.7 nm
1/e time from full force = 3.170 ps
path within that time = 166.1 nm
energy after one damping time = 135.3 eV
test well radius = 1.50 bohr
test well depth = 1.3864 hartree
force departure from linear law = -0.073 %
screening charge by level count = 0.975 electrons
s+p friction factor, least = 2.000 (no unit)
s+p friction factor, greatest = 2.736 (no unit)
s+p factor, full s shell = 2.250 (no unit)
s+p damping time, longest = 1.58 ps
s+p damping time, shortest = 1.16 ps
electronic stopping = 7.61 eV/nm
nuclear stopping = 248 eV/nm
nuclear / electronic stopping = 32.6 (no unit)
reduced nuclear stopping, integral = 0.2191 (no unit)
reduced nuclear stopping, ZBL fit = 0.2192 (no unit)
time scale M*v0/nuclear stopping = 0.097 ps
largest electron energy gain = 2.06 eV
rough silicon gap used = 1.1 eV
ion energy where gain equals gap = 296 eV
rough annealing temperature = 1300 K
thermal energy / Fermi energy = 0.00894 (no unit)
thermal change of friction = -0.0088 %
```
